Four-point resistance of layered stacks: recursion, limits and the bottom boundary

**One material first**

Let a current I enter a uniform conductor of resistivity ρ through a point on its flat, insulated surface. If the conductor fills the half-space below, the current spreads evenly over hemispheres of area 2πr². The radial field is ρI/(2πr²), and the potential, zero at infinity, is

φ(r) = ρI/(2πr).

Place four pins in line at pitch s. Current enters at pin 1 and leaves at pin 4, and V is the potential of pin 2 minus that of pin 3. The source contributes (ρI/2π)(1/s − 1/2s). The sink has the opposite sign, but pin 3 is now the nearer one, so its contribution is the same. Hence

R = V/I = ρ/(2πs).

If the conductor is instead a sheet of thickness d ≪ s on an insulator, the current crosses cylinders of area 2πrd. The potential is −(ρI/2πd) ln r plus a constant, and the same two contributions give

R = (ρ/d)(ln 2)/π.

The material is the same, but the two laws depend differently on pitch. What differs is the boundary below.

**The setting**

That boundary is the setting treated here. Electronic-structure programs that handle slabs can offer the same choice for the electrostatic potential: open space, a metal plane, or zero normal field. In a charge-free region made of linear, local dielectric layers, the potential obeys div(ε grad φ) = 0. Steady current obeys div(σ grad φ) = 0. The layer recursion below therefore serves both problems, with permittivity ε in place of conductivity σ and displacement in place of current density, for each in-plane wavenumber k > 0. The top surface differs: no current leaves the conductor upward, but vacuum above a dielectric does carry displacement. For a charge on the surface, the admittances Y (defined below) of the two sides add, so the kernel T = 1/Y_1 becomes 1/(Y_1 + Y_above). For relative permittivity 11.7 under vacuum this is 1/12.7 instead of 1/11.7, in units of 1/ε₀. The uniform component k = 0 needs separate care in electrostatics, because it carries the net charge and the dipole. Here the pin currents add to zero, which removes that difficulty.

Assume ohmic, isotropic, laterally uniform layers without extra interface resistance. Number them from the top, with conductivity σ_i, resistivity ρ_i = 1/σ_i and thickness d_i. Depth z increases downward.

**From the surface to one wavenumber**

Axial symmetry about a point source allows the expansion

φ(r,z) = ∫₀^∞ f(k,z) J0(kr) k dk.

The radial part of the Laplacian acting on J0(kr) gives −k²J0(kr). Inside a layer, therefore,

f'' = k²f.

The transformed downward current density is j = −σf'. Potential and normal current are continuous at each interface, and so is the ratio

Y = j/(kf),

which has the unit of conductivity. It tells how readily everything below a given plane accepts current of wavenumber k.

Consider one layer, with f_b and j_b at its bottom, z = d. The solution with these values is

f(z) = f_b cosh[k(d−z)] + (j_b/σk) sinh[k(d−z)].

At the top, z = 0, f and −σf' are

f_t = f_b cosh(kd) + (j_b/σk) sinh(kd)
j_t = σk f_b sinh(kd) + j_b cosh(kd).

Divide j_t by k f_t, put j_b = kY_b f_b, and cancel f_b cosh(kd). With t = tanh(kd),

Y_t = σ(Y_b + σt)/(σ + Y_b t).

This is the upward recursion. Each choice of bottom boundary supplies a starting value:

- Half-space of conductivity σ_N: f decays as exp(−kz), so Y = σ_N at its top.
- Insulating back: j = 0, so Y = 0 below the last layer.
- Equipotential metal back: f = 0, so Y → ∞ and the first step gives Y_t = σ/t.

For the antisymmetric pin currents used here, no net current enters the metal back, so it makes no difference whether the metal is grounded or floating.

**From the kernel to the resistance**

A point current at the surface has density Iδ²(r). Averaging the plane waves of the two-dimensional delta function over angle gives δ²(r) = (1/2π)∫J0(kr) k dk, so j = I/(2π) for every k. Since f = j/(kY), the factor k in the expansion cancels, and the surface potential per unit current is

G(r) = (1/2π)∫₀^∞ T(k) J0(kr) dk, T = 1/Y_1,

where Y_1 belongs to the top surface. Write r_ab for the distance between pins a and b. Adding source and sink gives

R = G(r_12) − G(r_13) − G(r_24) + G(r_34).

Equal pitch makes the first and last distances s and the other two 2s:

R = (1/π)∫₀^∞ T(k)[J0(ks) − J0(2ks)] dk.

With an insulating back, T grows as 1/k at small k and G alone diverges. The bracket vanishes as k², so R remains finite.

**Evaluating the integral**

At large k the fields stay in the top layer and T → ρ_1. This constant part should be integrated analytically. In a uniform half-space, the potential at depth z is both (ρI/2π)∫exp(−kz)J0(kr)dk and ρI/[2π√(r²+z²)]. Letting z → 0 gives the value 1/r for the integral of J0(kr). The constant part therefore contributes ρ_1/(2πs).

For the rest, use the last recursion step, with t_1 = tanh(kd_1):

T − 1/σ_1 = [(σ_1 + Y_2t_1) − (Y_2 + σ_1t_1)]/[σ_1(Y_2 + σ_1t_1)]
= (σ_1 − Y_2)(1 − t_1)/[σ_1(Y_2 + σ_1t_1)].

With q = exp(−2kd_1), the factor 1 − t_1 equals 2q/(1+q). Written this way, the remainder decays visibly and is not found by subtracting nearly equal numbers.

The choice of integration panels follows from a second form of the recursion. In each layer define the reflection factor w = (σ−Y)/(σ+Y). The upgoing and downgoing exponentials show that w_t = w_b exp(−2kd). Continue k into the complex plane with Re k > 0. A boundary with Re Y ≥ 0 has |w_b| ≤ 1, hence |w_t| < 1 and Re Y_t > 0. Every permitted start preserves this property up the stack, so T has no pole with Re k > 0. A panel from a to 2a lies at least its own width from any pole.

The results below use 16-point Gauss–Legendre panels that double in width from near k = 0 up to π/r_max, where r_max is the largest pin distance entering G. Beyond that, panels no wider than π/r_max follow the Bessel oscillations. The integral stops at k = 18/d_1, where q = exp(−36).

**First limit: a uniform half-space**

If Y_b = σ, the recursion returns Y_t = σ. Splitting a uniform half-space into artificial layers changes nothing: T = ρ at every k, and R = ρ/(2πs) is recovered.

Now let the top layer be thick but finite, over a half-space of resistivity ρ_2. The reflection factor at the interface is

K = (σ_1−σ_2)/(σ_1+σ_2) = (ρ_2−ρ_1)/(ρ_2+ρ_1).

At the surface w = Kq, so

T = ρ_1(1+Kq)/(1−Kq) = ρ_1[1 + 2Σ Kⁿ exp(−2nkd_1)],

with n = 1, 2, … in the sum. For s ≪ d_1 the exponentials confine k to values with ks ≪ 1. There J0(x) ≈ 1 − x²/4, and the bracket in R becomes (3/4)k²s². Since ∫k²exp(−2nkd_1)dk = 1/(4n³d_1³), the added resistance is

ΔR ≈ (ρ_1/π)·2·(3/4)s²·[1/(4d_1³)]ΣKⁿ/n³.

Dividing by ρ_1/(2πs) gives the relative change

ΔR/R ≈ (3/4)(s/d_1)³ Li₃(K), Li₃(K) = ΣKⁿ/n³.

A more resistive lower region (K > 0) raises R because it confines the current; a more conductive one lowers it. An insulating back is K = 1 and a metal back is K = −1. For a single thick layer, the error from treating it as a half-space thus falls as the cube of s/d_1. For d_1 = 20s and K = 0.6 this leading law gives a relative change of 6.15 × 10⁻⁵, and the integral gives 6.14 × 10⁻⁵.

**Second limit: a thin sheet**

For one layer on an insulator, Y = 0 below gives Y_1 = σ tanh(kd) and T = ρ coth(kd). Expand in partial fractions:

coth(kd) = 1/(kd) + (2/d)Σ k/[k² + (nπ/d)²].

Two integrals are needed. For the first, start at a small lower limit ε and substitute x = ks in one term and x = 2ks in the other. The two integrals cancel except for

∫ from εs to 2εs of J0(x)dx/x → ln 2,

because J0 → 1. For the second, K0(ar) solves (−∇²+a²)u = 2πδ²(r) in the plane. Its Fourier form is

K0(ar) = ∫₀^∞ k J0(kr)/(k²+a²) dk.

Together they give

R = (ρ/πd){ln 2 + 2Σ[K0(nπs/d) − K0(2nπs/d)]}.

The sum holds the vertical modes of the slab, which die away exponentially once s exceeds d. The ratio of R to the thin-sheet value is 1.578 at s = d/2, 1.085 at s = d and 1.003 at s = 2d. For a single layer on an insulator, the thin-sheet formula is thus already within 0.3 % at a pitch of twice the thickness.

**Why a thin stack need not be one sheet**

For several layers, s ≫ d is not sufficient. Take two conducting sheets of conductances g_1 (top) and g_2, joined through a thin resistive spacer with resistance times area B = d/σ. Let kd ≪ 1 in every layer. The lower sheet, on an insulator, has Y = kg_2. In the spacer, lateral conduction is negligible and the recursion reduces to 1/Y_t = 1/Y_b + kB. In the top sheet, the potential hardly varies through the thickness, and the recursion adds kg_1. Therefore

Y_1 = kg_1 + kg_2/(1 + k²g_2B).

Set g = g_1 + g_2 and λ² = Bg_1g_2/g. Inverting gives

T = (1 + k²g_2B)/[kg(1 + k²λ²)]
= (1/g){1/k + k(g_2B − λ²)/(1 + k²λ²)}.

Here g_2B − λ² = g_2B(1 − g_1/g) = g_2²B/g = (g_2/g_1)λ². The two integrals of the previous section now give

R = (1/πg){ln 2 + (g_2/g_1)[K0(s/λ) − K0(2s/λ)]}.

For s ≪ λ, K0(x) behaves as −ln x plus a constant, so the K0 difference tends to ln 2 and R = ln 2/(πg_1): the pins see the top sheet alone. For s ≫ λ the difference vanishes and the conductances add. The length λ is the distance over which current redistributes between the sheets.

As an example, take 0.2 µm at 1000 S/cm, a 0.5 µm spacer at 0.01 S/cm, and 0.2 µm at 500 S/cm, on an insulator. The sheets have 50 and 100 Ω/sq, B = 0.005 Ω cm² and λ = 57.7 µm. Define the apparent sheet resistance as πR/ln 2. The full recursion gives 49.6 Ω/sq at a pitch of 5 µm, 40.4 at 60 µm and 33.3 at 600 µm. The last is the parallel value. At 5 µm the pitch is more than five times the total thickness, yet the reading is far from that value.

If the lower sheet is a perfect conductor, g_2 → ∞ and λ² → Bg_1. Then

R = (1/πg_1)[K0(s/λ) − K0(2s/λ)],

which falls exponentially at large pitch, because the current sinks into the conductor before it reaches the voltage pins.

**Worked stack: heavily doped silicon on a lighter layer**

Take three p-type layers with rough values for boron-doped silicon: 0.2 µm at 0.001 Ω cm, 3 µm at 1 Ω cm, and a half-space at 0.01 Ω cm. The top sheet has 0.001/(0.2 × 10⁻⁴) = 50 Ω/sq and alone would give R = 11.03 Ω. The middle layer has B = 3 × 10⁻⁴ Ω cm², so λ = √(B/50 Ω) = 24.5 µm.

At k = 0.1 µm⁻¹, the recursion starts from 100 S/cm. In the middle layer kd = 0.3 and t = 0.29131:

Y_2 = 1 × (100 + 0.2913)/(1 + 100 × 0.29131) = 3.328 S/cm.

In the top layer kd = 0.02 and t = 0.019997:

Y_1 = 1000 × (3.328 + 19.997)/(1000 + 0.067) = 23.32 S/cm.

So T = 0.0429 Ω cm. The middle layer has hidden most of the substrate's conductance at this wavenumber. Repeating this at every quadrature point gives the table, in which the apparent resistivity is 2πsR.

| s (µm) | R (Ω) | πR/ln 2 (Ω/sq) | 2πsR (Ω cm) |
|---|---|---|---|
| 2 | 10.77 | 48.8 | 0.0135 |
| 10 | 8.715 | 39.5 | 0.0548 |
| 20 | 6.063 | 27.5 | 0.0762 |
| 50 | 1.840 | 8.34 | 0.0578 |
| 200 | 0.0870 | 0.3945 | 0.0109 |
| 1000 | 0.0159 | 0.0723 | 0.0100 |

At 2 µm the pins read the top sheet to within about 2.4 %. At 10 µm, less than half of λ, the apparent sheet resistance is already 21 % below 50 Ω/sq. The apparent resistivity first rises, since a nearly constant R is multiplied by s, and then falls towards the substrate value. Its largest tabulated value, 0.076 Ω cm, belongs to none of the layers.

The perfect-conductor formula gives 8.68 Ω at 10 µm, close to the full result, but 0.002 Ω at 200 µm, where the full result is 0.087 Ω. The reason is the behaviour at k → 0: every t vanishes, T → ρ_3, and R must approach ρ_3/(2πs) instead of falling exponentially. At 200 µm the apparent resistivity is still 9 % above the substrate value; at 1000 µm the excess is 0.2 %.

**Choosing the boundary**

Use the half-space start when the pitch is small compared with the thickness of the bottom layer. With the other layers fixed, replacing the half-space by a 500 µm substrate with an insulating back raises R by 0.0001 % at a pitch of 10 µm, but by 4.6 % at 200 µm. At 1000 µm the half-space row of the table would not describe such a wafer. Use Y = 0 for a wafer on an insulating support and Y → ∞ for a metallised back with good ohmic contact. If these two starts give the same R within the accuracy needed, the back does not matter.

**Against a real silicon stack**

The chosen resistivities and thicknesses are plausible for p+/p/p+ silicon, but real doping is graded and real pins are imperfect. The following changes are for a 10 µm pitch.

Placement matters: moving pin 2 by 0.1 µm towards pin 3 changes R by −1.1 %, from the four-distance formula. An insulating edge parallel to the pins at 50 µm, represented by a mirror row of current pins, adds 0.18 %.

Holes also spill from the heavily doped layers into the middle one. With Boltzmann statistics, doping N and u = ln(p/N), Poisson's equation is u'' = (e^u − 1)/L², where L is the Debye length. Multiplying by u' and integrating from the neutral interior gives u'² = 2(e^u − 1 − u)/L². At constant mobility, the resistive thickness lost at one junction is

∫(1 − N/p)dx = L∫₀^U (1−e^−u)/√[2(e^u−1−u)] du.

On the heavily doped side, with doping N_h and v = ln(p/N_h), the same first integral holds with N_h in place of N. Since 1/L² is proportional to the doping, equal field and equal p at the junction give N(1 + U) = N_h(1 + v). For N_h ≫ N this requires v ≈ −1, so U ≈ ln(N_h/N) − 1. Rough mobilities of 60, 400 and 80 cm²/Vs, from top to bottom, turn the resistivities into dopings through N = 1/(qμρ), with q the elementary charge and μ the mobility. At 300 K and relative permittivity 11.7, L = 33 nm. Numerical quadrature gives a total loss of about 0.1 µm over both junctions. Thinning the middle layer by that amount changes R by −0.6 %. The top layer, near 10²⁰ holes per cm³, is degenerate; this affects U, where the integrand is already small. The thinning describes only the vertical path. The spilled holes also carry current sideways. If they kept the higher mobility assumed for the middle layer, this would lower R by roughly a further 1 %. That figure is an upper estimate: about two thirds of the spilled charge lies within 2 nm of the top junction, at densities of several 10¹⁸ cm⁻³ or more. If the mobility there falls with hole density as it does with doping in bulk silicon, the further change is only about 0.1 %.

At 100 µA, the potential G(a)I at a tip radius a = 0.1 µm is 4.9 mV, or 0.19 kT/q, so a linear treatment of the junctions is reasonable. A rough 1 kΩ contact dissipates 10 µW. The half-space formula, with thermal conductivity 1 W/(cm K) in place of σ, gives a rise of 0.16 K at distance a. That formula assumes diffusive heat flow; at this tip size, comparable with phonon mean free paths in silicon, the actual rise can be several times larger. Graded doping can be represented by more layers. An n-type layer beneath p-type material cannot be included merely by giving it its own conductivity: the junction adds an interface resistance, which the model excludes, and it rectifies once the voltage across it is comparable with kT/q.

Numbers in the example were calculated in double precision.
